# Inverting a resolved Zeeman pattern for J and g values: verification in Python

```python
"""Inversion of a resolved weak-field Zeeman pattern of an electric-dipole line.

Result under test: the pattern fixes the unordered pair {(J1,g1),(J2,g2)},
except for plain triplets. Level 1 is upper, level 2 lower.
Shift of a component: w*(g1*M1 - g2*M2), with w = Bohr magneton * field.
q = M1 - M2: q = 0 is pi, q = +1 and -1 are the two sigma groups.
For |J1-J2| = 1 with smaller value J: S and W are the positions (units of w)
of the strongest and weakest q=+1 line, D = (S-W)/(2J),
g(larger J) = S - J*D,  g(smaller J) = S - (J+1)*D.
For J1 = J2 the g values are (centre of q=+1 group) +- spacing/2.
"""
from collections import defaultdict
from fractions import Fraction
from math import factorial, sqrt
import numpy as np
from scipy import constants
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j

rng = np.random.default_rng(12)


def invert(sigma_x, sigma_strength, pi_x):
    """Return (J_a, J_b, g_a, g_b), or None for a plain triplet."""
    order = np.argsort(sigma_x)
    x = np.asarray(sigma_x, float)[order]
    a = np.asarray(sigma_strength, float)[order]
    n = len(x)
    if n == 1 and len(pi_x) == 1:
        return None
    centre = (x[0] + x[-1]) / 2
    if n == 1:
        spacing = max(pi_x) - min(pi_x)
        return 0.5, 0.5, centre + spacing / 2, centre - spacing / 2
    if abs(a[0] - a[-1]) < 0.25 * (a[0] + a[-1]):
        spacing = (x[-1] - x[0]) / (n - 1)
        return n / 2, n / 2, centre + spacing / 2, centre - spacing / 2
    strong, weak = (x[0], x[-1]) if a[0] > a[-1] else (x[-1], x[0])
    j = (n - 1) / 2
    step = (strong - weak) / (n - 1)
    return j + 1, j, strong - j * step, strong - (j + 1) * step


# ---- component strengths: squared 3j symbols against closed forms ----
# Angular momenta in the catalogue are stored as twice their value.
def components_from_3j(tj1, tj2):
    found = []
    for tm1 in range(-tj1, tj1 + 1, 2):
        for tm2 in range(-tj2, tj2 + 1, 2):
            q = (tm1 - tm2) // 2
            if abs(q) > 1:
                continue
            value = wigner_3j(Rational(tj1, 2), 1, Rational(tj2, 2),
                              -Rational(tm1, 2), q, Rational(tm2, 2))**2
            value = Rational(value)
            if value != 0:
                found.append((q, tm1, tm2,
                              Fraction(int(value.p), int(value.q))))
    return found


def closed_strength(tj1, tj2, q, tm1, tm2):
    j = Fraction(min(tj1, tj2), 2)
    m1, m2 = Fraction(tm1, 2), Fraction(tm2, 2)
    if tj1 == tj2:
        norm = 2 * j * (2 * j + 1) * (2 * j + 2)
        top = 4 * m1**2 if q == 0 else 2 * (j - q * m2) * (j + q * m2 + 1)
        return top / norm
    norm = (2 * j + 1) * (2 * j + 2) * (2 * j + 3)
    if q == 0:
        return 2 * ((j + 1)**2 - m1**2) / norm
    m = q * m2 if tj1 > tj2 else -q * m1
    return (j + m + 1) * (j + m + 2) / norm


J_PAIRS = [(a, b) for a in range(7) for b in range(7)
           if abs(a - b) in (0, 2) and a + b > 0]
COMPONENTS = {pair: components_from_3j(*pair) for pair in J_PAIRS}
for (ta, tb), comps in COMPONENTS.items():
    for q, tm1, tm2, value in comps:
        assert value == closed_strength(ta, tb, q, tm1, tm2)
    small = min(ta, tb)                       # twice the smaller J
    if ta != tb:
        expected_count = 3 * (small + 1)
    else:
        expected_count = 3 * ta + (ta % 2)
    assert len(comps) == expected_count
    plus = [c[3] for c in comps if c[0] == 1]
    ratio = max(plus[0], plus[-1]) / min(plus[0], plus[-1])
    j = Fraction(small, 2)
    assert ratio == (1 if ta == tb else (j + 1) * (2 * j + 1))

# ---- catalogue: which level pairs share exactly the same pattern? ----
G_UNIT = 0.25
G_STEPS = range(-6, 7)
catalogue = [((a, ga), (b, gb)) for a, b in J_PAIRS
             for ga in G_STEPS for gb in G_STEPS]
in_catalogue = set(catalogue)


def pattern(entry, handed=True):
    (ta, ga), (tb, gb) = entry
    lines = defaultdict(Fraction)
    for q, tm1, tm2, value in COMPONENTS[(ta, tb)]:
        lines[(q if handed else abs(q), ga * tm1 - gb * tm2)] += value
    return dict(lines)


def swapped(e):
    return (e[1], e[0])


def negated(e):
    return ((e[0][0], -e[0][1]), (e[1][0], -e[1][1]))


def is_triplet(e):
    return e[0][0] == 0 or e[1][0] == 0 or e[0][1] == e[1][1]


def sign_orbit(e):
    return frozenset([e, swapped(e), negated(e), swapped(negated(e))])


def other_without_strengths(e):
    if e[0][0] == e[1][0]:
        return e
    if e[0][0] < e[1][0]:
        return swapped(other_without_strengths(swapped(e)))
    return (e[0], (e[1][0], 2 * e[0][1] - e[1][1]))


full, bare = defaultdict(set), defaultdict(set)
linear, linear_clean = defaultdict(set), defaultdict(set)
for e in catalogue:
    lines = pattern(e)
    merged = pattern(e, handed=False)
    full[frozenset(lines.items())].add(e)
    bare[frozenset(lines)].add(e)
    key = frozenset(merged.items())
    linear[key].add(e)
    if not is_triplet(e):
        n_separate = sum(k[0] != 0 for k in lines)
        if sum(k[0] == 1 for k in merged) == n_separate:
            linear_clean[key].add(e)

triplet_classes = 0
for members in full.values():
    if any(is_triplet(e) for e in members):
        assert all(is_triplet(e) for e in members)
        visible_g = {e[0][1] if e[0][0] > 0 else e[1][1] for e in members}
        assert len(visible_g) == 1
        triplet_classes += 1
    else:
        e = next(iter(members))
        assert members == {e, swapped(e)}
assert triplet_classes == len(G_STEPS)
for members in bare.values():
    e = next(iter(members))
    if not is_triplet(e):
        o = other_without_strengths(e)
        assert members == {e, swapped(e), o, swapped(o)} & in_catalogue
for members in linear_clean.values():
    assert members == set(sign_orbit(next(iter(members))))

extra_linear = extra_positive = 0
for members in linear.values():
    if any(is_triplet(e) for e in members):
        continue
    orbits = {sign_orbit(e) for e in members}
    extra_linear += len(orbits) > 1
    positive = [o for o in orbits
                if any(e[0][1] > 0 and e[1][1] > 0 for e in o)]
    extra_positive += len(positive) > 1
# Two explicit coincidences that hide J when handedness is not observed.
assert (pattern(((3, 0), (1, 4)), False)
        == pattern(((1, 4), (1, 0)), False))
assert (pattern(((2, 1), (2, -1)), False)
        == pattern(((1, 3), (1, -1)), False))

# ---- inversion of every catalogue pattern, strengths disturbed by 10 % ----
n_inverted = 0
for e in catalogue:
    lines = pattern(e)
    plus = [(p * G_UNIT / 2, float(v)) for (q, p), v in lines.items()
            if q == 1]
    pi_x = [p * G_UNIT / 2 for (q, p) in lines if q == 0]
    x, a = np.array(plus).T
    answer = invert(x, a * rng.uniform(0.9, 1.1, len(a)), pi_x)
    if is_triplet(e):
        assert answer is None
        continue
    levels = sorted([(t / 2, g * G_UNIT) for t, g in e], reverse=True)
    truth = (levels[0][0], levels[1][0], levels[0][1], levels[1][1])
    assert np.allclose(answer, truth, atol=1e-10)
    n_inverted += 1


# ---- model atom: triplet D (upper) and triplet P (lower) ----
def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def top_levels(L, spin_orbit, w):
    """Highest level (J = L+1) for each M, in the uncoupled basis."""
    lz, lp = spin_matrices(L)
    sz, sp = spin_matrices(1)
    lz, lp = np.kron(lz, np.eye(3)), np.kron(lp, np.eye(3))
    sz = np.kron(np.eye(2 * L + 1), sz)
    sp = np.kron(np.eye(2 * L + 1), sp)
    h = spin_orbit * (lz @ sz + (lp @ sp.T + lp.T @ sp) / 2)
    h = h + w * (lz + 2 * sz)
    total_m = np.rint(np.diag(lz + sz)).astype(int)
    levels = {}
    for M in range(-L - 1, L + 2):
        index = np.where(total_m == M)[0]
        energy, vectors = np.linalg.eigh(h[np.ix_(index, index)])
        vector = np.zeros(len(h))
        vector[index] = vectors[:, -1]
        levels[M] = (energy[-1], vector)
    return levels


nodes, weights = np.polynomial.legendre.leggauss(12)


def theta_part(l, m):
    k = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - k) / factorial(l + k))
    return (-1)**(k if m < 0 else 0) * norm * lpmv(k, l, nodes)


def dipole_matrix(q):
    d = np.zeros((5, 3))
    for row, mu in enumerate(range(2, -3, -1)):
        for col, ml in enumerate(range(1, -2, -1)):
            if mu == ml + q:
                d[row, col] = np.sum(weights * theta_part(2, mu)
                                     * theta_part(1, q) * theta_part(1, ml))
    return np.kron(d, np.eye(3))


DIPOLE = {q: dipole_matrix(q) for q in (-1, 0, 1)}
TERM_GAP = 2.5        # eV
SPIN_ORBIT = 0.02     # eV
W_FIELD = 5.0e-5      # eV


def spectrum(w):
    upper = top_levels(2, SPIN_ORBIT, w)
    lower = top_levels(1, SPIN_ORBIT, w)
    groups = {-1: [], 0: [], 1: []}
    for m1, (e1, v1) in upper.items():
        for m2, (e2, v2) in lower.items():
            q = m1 - m2
            if abs(q) <= 1:
                strength = (v1 @ DIPOLE[q] @ v2)**2
                groups[q].append((TERM_GAP + e1 - e2, strength))
    return {q: np.array(sorted(rows)) for q, rows in groups.items()}


def fold(groups, w):
    plus, minus = groups[1], groups[-1][::-1]
    return ((plus[:, 0] - minus[:, 0]) / (2 * w),
            (plus[:, 1] + minus[:, 1]) / 2)


def lande(J, L, S):
    return 1 + (J * (J + 1) + S * (S + 1) - L * (L + 1)) / (2 * J * (J + 1))


line_energy = (TERM_GAP + top_levels(2, SPIN_ORBIT, 0.0)[0][0]
               - top_levels(1, SPIN_ORBIT, 0.0)[0][0])
g_upper, g_lower = lande(3, 2, 1), lande(2, 1, 1)


def analyse(w):
    groups = spectrum(w)
    x, a = fold(groups, w)
    pi_x = (groups[0][:, 0] - line_energy) / w
    folded = invert(x, a, pi_x)
    one_sided = invert((groups[1][:, 0] - line_energy) / w,
                       groups[1][:, 1], pi_x)
    return groups, x, a, pi_x, folded, one_sided


groups, x, a, pi_x, result, one_sided = analyse(W_FIELD)
strong_field = analyse(4 * W_FIELD)
assert result[:2] == (3.0, 2.0)
assert np.allclose(result[2:], (g_upper, g_lower), atol=1e-5)
assert np.allclose(a / a.max(), np.array([15, 10, 6, 3, 1]) / 15, atol=1e-3)
err_folded = abs(result[3] - g_lower)
err_folded_4 = abs(strong_field[4][3] - g_lower)
err_single = abs(one_sided[3] - g_lower)
err_single_4 = abs(strong_field[5][3] - g_lower)
assert abs(err_folded_4 / err_folded / 16 - 1) < 0.05
assert abs(err_single_4 / err_single / 4 - 1) < 0.05

# ---- propagation of independent position errors, by random sampling ----
delta = 0.01
samples = np.array([invert(x + rng.normal(0, delta, len(x)), a, pi_x)[2:]
                    for _ in range(6000)])
sampled = samples.std(axis=0)
J = result[1]
predicted = np.array([delta / sqrt(2),
                      delta * sqrt(2 * J**2 + 2) / (2 * J)])
assert np.allclose(sampled, predicted, rtol=0.05)

# ---- printed numbers ----
mu_b = constants.physical_constants["Bohr magneton in eV/T"][0]
hc = constants.h * constants.c / constants.e * 1e10     # eV angstrom
strong, weak = x[np.argmax(a)], x[np.argmin(a)]
D = (strong - weak) / (len(x) - 1)
print(f"term separation: {TERM_GAP:.2f} eV")
print(f"spin-orbit constant of each term: {SPIN_ORBIT:.3f} eV")
print(f"w = Bohr magneton * field: {W_FIELD:.2e} eV")
print(f"the same field: {W_FIELD / mu_b:.4f} T")
print(f"field-free line energy: {line_energy:.4f} eV")
print(f"field-free vacuum wavelength: {hc / line_energy:.2f} angstrom")
for q, name in ((0, "pi"), (1, "sigma+"), (-1, "sigma-")):
    for energy, strength in groups[q]:
        print(f"{name} shift {energy - line_energy:+.4e} eV, strength/"
              f"group maximum {strength / groups[q][:, 1].max():.4f}")
print("folded sigma positions (units of w):", np.round(x, 5))
print("folded strengths / maximum:", np.round(a / a.max(), 4))
print(f"lines per group pi, sigma+: {len(pi_x)}, {len(x)}")
print(f"strongest S, weakest W (units of w): {strong:.5f}, {weak:.5f}")
print(f"signed spacing D = g> - g<: {D:.5f}")
print(f"spacing in energy: {abs(D) * W_FIELD:.4e} eV")
print(f"spacing in wavelength: "
      f"{abs(D) * W_FIELD * hc / line_energy**2:.5f} angstrom")
print(f"recovered J>, J<: {result[0]:.1f}, {result[1]:.1f}")
print(f"recovered g>, g<: {result[2]:.6f}, {result[3]:.6f}")
print(f"Lande g (J=3), g (J=2): {g_upper:.6f}, {g_lower:.6f}")
print(f"second g< if strengths unknown: {2 * result[2] - result[3]:.6f}")
print(f"error of g<, folded, at w and 4w: "
      f"{err_folded:.2e}, {err_folded_4:.2e}")
print(f"error of g<, sigma+ only, at w and 4w: "
      f"{err_single:.2e}, {err_single_4:.2e}")
print(f"assumed position error (units of w): {delta:.3f}")
print("predicted errors of g>, g<:", np.round(predicted, 5))
print("sampled errors of g>, g<:", np.round(sampled, 5))
print(f"catalogue: level pairs {len(catalogue)}, "
      f"non-triplets inverted {n_inverted}")
print(f"catalogue largest J: {max(max(p) for p in J_PAIRS) / 2:.1f}; "
      f"g from {G_STEPS[0] * G_UNIT:.2f} to {G_STEPS[-1] * G_UNIT:.2f} "
      f"in steps of {G_UNIT:.2f}")
print(f"patterns with extra ambiguity without handedness: {extra_linear}")
print(f"of these, with rival solutions all having g > 0: {extra_positive}")
print("finished without a failed check")
```

It prints:

```
term separation: 2.50 eV
spin-orbit constant of each term: 0.020 eV
w = Bohr magneton * field: 5.00e-05 eV
the same field: 0.8638 T
field-free line energy: 2.5200 eV
field-free vacuum wavelength: 4920.01 angstrom
pi shift -1.6657e-05 eV, strength/group maximum 0.5559
pi shift -8.3341e-06 eV, strength/group maximum 0.8891
pi shift -4.1667e-09 eV, strength/group maximum 1.0000
pi shift +8.3325e-06 eV, strength/group maximum 0.8886
pi shift +1.6676e-05 eV, strength/group maximum 0.5552
sigma+ shift +5.0000e-05 eV, strength/group maximum 1.0000
sigma+ shift +5.8327e-05 eV, strength/group maximum 0.6665
sigma+ shift +6.6661e-05 eV, strength/group maximum 0.3998
sigma+ shift +7.5001e-05 eV, strength/group maximum 0.1998
sigma+ shift +8.3348e-05 eV, strength/group maximum 0.0666
sigma- shift -8.3319e-05 eV, strength/group maximum 0.0667
sigma- shift -7.4999e-05 eV, strength/group maximum 0.2002
sigma- shift -6.6673e-05 eV, strength/group maximum 0.4002
sigma- shift -5.8340e-05 eV, strength/group maximum 0.6669
sigma- shift -5.0000e-05 eV, strength/group maximum 1.0000
folded sigma positions (units of w): [1.      1.16667 1.33333 1.5     1.66667]
folded strengths / maximum: [1.     0.6667 0.4    0.2    0.0667]
lines per group pi, sigma+: 5, 5
strongest S, weakest W (units of w): 1.00000, 1.66667
signed spacing D = g> - g<: -0.16667
spacing in energy: 8.3333e-06 eV
spacing in wavelength: 0.01627 angstrom
recovered J>, J<: 3.0, 2.0
recovered g>, g<: 1.333333, 1.500000
Lande g (J=3), g (J=2): 1.333333, 1.500000
second g< if strengths unknown: 1.166667
error of g<, folded, at w and 4w: 3.09e-08, 4.94e-07
error of g<, sigma+ only, at w and 4w: 2.22e-04, 8.89e-04
assumed position error (units of w): 0.010
predicted errors of g>, g<: [0.00707 0.00791]
sampled errors of g>, g<: [0.00703 0.0078 ]
catalogue: level pairs 2704, non-triplets inverted 2184
catalogue largest J: 3.0; g from -1.50 to 1.50 in steps of 0.25
patterns with extra ambiguity without handedness: 8
of these, with rival solutions all having g > 0: 0
finished without a failed check
```
